# Mean-field attraction and the jump in a Langmuir isotherm

A Langmuir isotherm fitted to the first traces of moisture on a pore wall can fail badly at slightly higher pressure, because it assumes that adsorbed molecules do not attract one another. For the parameters used below, Langmuir's law gives a coverage of 1.0 % at 1.0 Torr. With a modest attraction between neighbours, treated in mean field, the equilibrium coverage at that pressure is 99 %. At 0.9 Torr the two laws still nearly agree, at 0.9 % and 1.0 %. In mean field the dilute data therefore give little warning of the jump, and a criterion for its existence is needed.

Consider $N$ identical sites, each empty ($n_i=0$) or holding one molecule ($n_i=1$), in equilibrium with an ideal vapour at temperature $T$ and pressure $p$. The chemical potential of the vapour is $\mu=\mu_0(T)+k_BT\ln p$. Let $q(T)$ be the partition function of one adsorbed molecule, including its binding to the wall. Relative to an empty site, an occupied one has the statistical weight

$$
q\,e^{\mu/k_BT}=\frac{p}{p_L},\qquad p_L(T)=\frac{e^{-\mu_0/k_BT}}{q}.
$$

Without attraction, the coverage $\theta=\langle n_i\rangle$ is the occupied weight divided by the sum of both weights,

$$
\theta=\frac{p/p_L}{1+p/p_L}=\frac{p}{p+p_L}.
$$

This is Langmuir's law, and $p_L$ is the pressure of half coverage without attraction.

Now let each site have $z$ neighbours, and let each occupied neighbour pair have energy $-w$ with $w>0$. Each pair is counted once, so there are $Nz/2$ pairs of sites. With

$$
x=\ln\frac{p}{p_L},\qquad b=\frac{w}{k_BT},\qquad g=zb=\frac{zw}{k_BT},
$$

a configuration has weight $e^{-H}$, where

$$
H=-x\sum_i n_i-b\sum_{\langle ij\rangle}n_in_j ,\qquad \Xi=\sum_{\{n\}}e^{-H}.
$$

The mean-field approximation follows from a variational bound. For any trial distribution $P$ that is positive on every configuration, the inequality $\ln y\le y-1$ with $y=e^{-H}/(P\,\Xi)$ gives

$$
\sum P\ln\frac{e^{-H}}{P\,\Xi}\le\sum P\left(\frac{e^{-H}}{P\,\Xi}-1\right)=1-1=0 .
$$

Expanding the logarithm on the left and rearranging,

$$
-\ln\Xi\le\langle H\rangle_P+\sum P\ln P .
$$

Choose $P$ so that the sites are independent, each occupied with probability $\theta$. Two different sites then have $\langle n_in_j\rangle=\theta^2$, and the pair term contributes $-b(z/2)\theta^2=-g\theta^2/2$ per site. The term $\sum P\ln P$ is additive over independent sites. Hence $-\ln\Xi/N\le\omega(\theta)$, with

$$
\omega(\theta)=\theta\ln\theta+(1-\theta)\ln(1-\theta)-\frac g2\theta^2-x\theta .
$$

The mean-field equilibrium coverage is the one that minimises $\omega$, the trial grand potential per site in units of $k_BT$. Its derivative is

$$
\frac{d\omega}{d\theta}=\ln\frac{\theta}{1-\theta}-g\theta-x .
$$

This tends to $-\infty$ at $\theta\to0$ and to $+\infty$ at $\theta\to1$, so the minimum lies inside the interval, where the derivative vanishes:

$$
x=\ln\frac{\theta}{1-\theta}-g\theta,\qquad
\frac{p}{p_L}=\frac{\theta}{1-\theta}\,e^{-zw\theta/k_BT}.
$$

The exponential says that a molecule arriving at coverage $\theta$ finds on average $z\theta$ neighbours, so less pressure is needed to hold it. For $w=0$ Langmuir's law returns.

Whether one pressure can belong to several coverages depends on the slope

$$
\frac{dx}{d\theta}=\frac1\theta+\frac1{1-\theta}-g=\frac{1}{\theta(1-\theta)}-g .
$$

Since $\theta(1-\theta)=\tfrac14-(\theta-\tfrac12)^2\le\tfrac14$, the first term is at least 4, with equality at half coverage. For $g<4$ the slope is positive everywhere and the isotherm is continuous. For $g>4$ the slope is negative around half coverage, and the curve $x(\theta)$ has a loop. The boundary $g=4$ is

$$
k_BT_c=\frac{zw}{4}.
$$

Above $T_c$ the attraction already steepens the isotherm: at half coverage $d\theta/dx=1/(4-g)$, compared with $1/4$ for Langmuir's law.

A loop is not yet a jump. To locate the jump, measure coverage and pressure from the symmetric point by $\theta=(1+m)/2$ and $\delta=x+g/2$. The last two terms of $\omega$ become

$$
-\frac g8(1+2m+m^2)-\left(\delta-\frac g2\right)\frac{1+m}{2}
=\frac g8-\frac\delta2-\frac{\delta m}{2}-\frac g8m^2 ,
$$

because the terms $\mp gm/4$ cancel. The logarithmic terms of $\omega$ are unchanged when $\theta$ and $1-\theta$ are exchanged, so they are even in $m$. Therefore

$$
\omega(m)-\omega(-m)=-\delta\,m .
$$

For $\delta<0$ every state with $m>0$ lies above its mirror image, so the equilibrium state is dilute. For $\delta>0$ it is dense. At $\delta=0$ the two sides have equal depth.

In these variables $\ln[\theta/(1-\theta)]=\ln[(1+m)/(1-m)]=2\,\mathrm{artanh}\,m$, and the isotherm reads

$$
\delta=2\,\mathrm{artanh}\,m-\frac{gm}{2}.
$$

At $\delta=0$ this becomes

$$
m=\tanh\frac{gm}{4}.
$$

For $m>0$ the right side is concave, starts from zero with slope $g/4$, and stays below 1. If $g>4$ it starts above the line $m$ and crosses it once, at a value $m_0$. The state $m=0$ is then a maximum of $\omega$, because $d^2\omega/d\theta^2=dx/d\theta=4-g<0$ there. The minima are at $\pm m_0$.

On the dilute side, $\delta(m)$ rises from $-\infty$, crosses zero at $-m_0$, and remains positive from there to $m=0$. Each $\delta<0$ thus has one dilute solution, which moves continuously up to $-m_0$. The dense side is its mirror image. The equilibrium isotherm therefore has a single jump,

$$
\theta=\frac{1-m_0}{2}\;\longrightarrow\;\frac{1+m_0}{2}
\quad\text{at}\quad p^*=p_L\,e^{-zw/2k_BT}.
$$

The exponent has a direct meaning. A full layer has $z/2$ pairs per molecule, so filling it gains an energy $zw/2$ per site, and the vapour pressure needed for coexistence falls by the corresponding Boltzmann factor. The same pressure follows from the equal-area rule. Since $d\omega/d\theta$ at $x=x^*=-g/2$ is the isotherm curve minus $x^*$, equal depths of the two minima mean that the integral of this difference between the coexisting coverages is zero.

At $g=4$ exactly, the expansion $\mathrm{artanh}\,m=m+m^3/3+\dots$ gives $\delta\simeq2m^3/3$. The coverage is continuous, but it varies as the cube root of $\delta$ and has infinite slope. The condition $k_BT<zw/4$ for a jump is therefore a strict inequality: the jump appears below $T_c$, not at it.

Just below $T_c$ the jump is small. With $g/4=T_c/T$, the condition $\mathrm{artanh}\,m_0=(T_c/T)m_0$ gives, after division by $m_0$,

$$
1+\frac{m_0^2}{3}+\dots=\frac{T_c}{T},\qquad
\Delta\theta=m_0\simeq\sqrt{3\left(1-\frac{T}{T_c}\right)} .
$$

At $T/T_c=0.999$ the numerical root is 0.05475 and the square-root law gives 0.05477. Far below $T_c$ the dilute coverage is small, and the isotherm at $x^*$ reduces to $\theta\simeq e^{-g/2}$. The jump then covers nearly the whole layer.

The loop also limits metastability in mean field. A local minimum of $\omega$ disappears where $dx/d\theta=0$, that is, where $\theta(1-\theta)=1/g$:

$$
\theta_\pm=\frac12\left(1\pm\sqrt{1-\frac4g}\right).
$$

On raising the pressure a dilute layer can persist up to $\theta_-$. On lowering it a dense layer can persist down to $\theta_+$.

There is a model for which these results become exact. Let every pair of molecules attract, whatever their distance, with strength $zw/(N-1)$, so that a molecule in a full layer still has total attraction $zw$. With $n$ molecules there are $n(n-1)/2$ pairs, and the total weight of all such configurations is

$$
W_n=\binom Nn\exp\left[nx+\frac{g\,n(n-1)}{2(N-1)}\right].
$$

By Stirling's formula $\ln W_n=-N\omega(n/N)$ up to terms that do not grow in proportion to $N$, so for large $N$ the sum over $n$ is dominated by the minimum of $\omega$. At $x=-g/2$ the exponent becomes $-gn(N-n)/[2(N-1)]$, which is symmetric about $n=N/2$. For even $N$ the ratio of adjacent weights at the centre is

$$
\frac{W_{N/2+1}}{W_{N/2}}=\frac{N/2}{N/2+1}\,\exp\frac{g}{2(N-1)} .
$$

The centre becomes a minimum of the distribution, with a peak on either side, when this ratio exceeds 1, or $g>2(N-1)\ln(1+2/N)$. For $N=2000$ the threshold is 3.996, and it tends to 4 as $N\to\infty$.

Short-range attraction is different, and the chain with $z=2$ shows how far mean field can mislead. Its partition function is a product of matrices

$$
M=\begin{pmatrix}1&e^{x/2}\\ e^{x/2}&e^{x+b}\end{pmatrix},
$$

one for each neighbour pair, with the weight of each site shared between its two pairs. For a long chain $\ln\Xi/N=\ln\lambda$, where $\lambda$ is the larger eigenvalue. With $y=x+b$, the quadratic formula gives

$$
\lambda=e^{y/2}\left[\cosh\frac y2+\sqrt{\sinh^2\frac y2+e^{-b}}\right].
$$

The coverage is $d\ln\lambda/dx$. Write $C=\cosh(y/2)$, $S=\sinh(y/2)$ and $R=\sqrt{S^2+e^{-b}}$, so that $R'=SC/(2R)$. The bracket $C+R$ has logarithmic derivative $\tfrac12S(1+C/R)/(C+R)=S/(2R)$, and hence

$$
\theta=\frac12+\frac{\sinh(y/2)}{2\sqrt{\sinh^2(y/2)+e^{-b}}},\qquad
\left.\frac{d\theta}{dx}\right|_{y=0}=\frac{e^{w/2k_BT}}{4}.
$$

This is continuous at every $T>0$. At $b=4$ mean field has $g=8$ and predicts a jump, yet the true slope at half coverage is only 1.85.

On the square lattice, with $z=4$, a jump does exist at low temperature. The known solution of this model, quoted here without derivation, places its critical point at

$$
k_BT_c^{\rm sq}=\frac{w}{2\ln(1+\sqrt2)} ,
$$

whereas mean field gives $w$. The mean-field critical temperature is too high by a factor of 1.76.

The jump pressure does not suffer from this error. Replacing each $n_i$ by $1-n_i$ turns the pair sum into $Nz/2-z\sum n_i+\sum n_in_j$, so apart from a constant it changes $x$ into $-x-g$. The full lattice model is therefore symmetric about $x=-g/2$, and a single jump must lie there. Correlations alter the coverages and the critical temperature, but not $p^*/p_L$.

As an example, take water on the pore wall of a porous organosilicate low-$k$ film that processing has made hydrophilic. The inputs are rough assumed values: $z=4$, $w=0.060$ eV, $T=300$ K, $p_L=100$ Torr. With $k_BT=0.02585$ eV,

$$
g=\frac{4\times0.060}{0.02585}=9.28,\qquad
T_c=\frac{0.060\ \text{eV}}{k_B}=696\ \text{K}.
$$

Since $g>4$, mean field predicts a jump at 300 K, at

$$
p^*=100\,e^{-9.284/2}\ \text{Torr}=0.96\ \text{Torr}\approx130\ \text{Pa}.
$$

Solving $m=\tanh(gm/4)$ numerically gives $m_0=0.979$, so the coverage jumps from 0.011 to 0.989. At this temperature, with $z=4$, any $w$ above 0.026 eV would produce a mean-field jump. The metastability limits are $\theta_-=0.123$ and $\theta_+=0.877$. Inserted into the isotherm, they give 4.5 Torr on raising the pressure and 0.21 Torr on lowering it.

For a nearest-neighbour square lattice with the same $w$, the critical temperature is 395 K. At 300 K the jump therefore survives, but between 395 K and 696 K mean field predicts one that this lattice does not have. The known square-lattice jump, $[1-\sinh^{-4}(w/2k_BT)]^{1/8}$, is 0.967 at 300 K, with coexisting coverages 0.016 and 0.984. The dilute phase is denser than in mean field because molecules gather in pairs and larger clusters. The pairs already show the effect. With $\zeta=e^x$, counting configurations of one and two molecules gives $\theta=\zeta+[z(e^b-1)-1]\zeta^2+\dots$, whereas expanding the mean-field isotherm gives $zb$ in place of $z(e^b-1)$. Since $e^b-1>b$, mean field underestimates pairing, and on this lattice the dilute isotherm departs from Langmuir's law sooner than mean field suggests.

A real wall also has unequal sites. Let the site energies have a Gaussian spread $\epsilon$ about their mean, with standard deviation $\sigma$, and let $p_L$ refer to a site of mean energy. In mean field, with $h=x+g\theta$,

$$
\theta=F(h)=\left\langle\frac{1}{1+e^{\epsilon/k_BT-h}}\right\rangle,\qquad x=h-gF(h).
$$

A loop requires $gF'(h)>1$ for some $h$. The slope $F'$ is the average of $\tfrac14\,\mathrm{sech}^2[(h-\epsilon/k_BT)/2]$. Both this function and the Gaussian are symmetric with a single peak, so the average is largest at $h=0$. The condition for a jump becomes

$$
\frac{zw}{4k_BT}\left\langle\mathrm{sech}^2\frac{\epsilon}{2k_BT}\right\rangle>1 .
$$

Evaluating the average numerically for $\sigma=0.05$ eV lowers the mean-field critical temperature from 696 K to 573 K. At 300 K the mean-field jump disappears when $\sigma$ exceeds 0.084 eV. These values hold only in mean field, which ignores where strong and weak sites lie. With short-range attraction on a two-dimensional wall, independent random site energies remove the true jump for any $\sigma>0$, a known result quoted here without derivation. Regions rich in strong sites fill first, and the jump becomes a continuous rise. For a weak spread these regions are very large, and a small patch of wall still fills in a sharp step.

A single pore has too few sites for a strict discontinuity, since a finite sum of exponentials is a smooth function of $x$. A spherical pore of diameter 2.0 nm with 0.10 nm² per site has $\pi(2.0)^2/0.10\approx126$ sites. Near $p^*$ treat it as switching between two states that differ by $Nm_0$ molecules. The odds of the dense state are $e^{Nm_0\delta}$, and its probability rises from 10 % to 90 % over

$$
\Delta\ln p=\frac{2\ln9}{Nm_0}=\frac{4.39}{126\times0.979}=0.036 .
$$

For identical sites the jump becomes a step about 4 % wide in pressure. Unequal sites can widen it, and they also shift it from pore to pore. If the site energies are independent, their mean over one pore varies by $\sigma/\sqrt N$, which shifts $\ln p$ at the step by an amount of order $\sigma/(\sqrt N\,k_BT)$. For $\sigma=0.05$ eV this is about 0.17. In the equal-pair model a single pore with this spread still fills from coverage 0.1 to 0.9 over about 0.05 in $\ln p$, so the shift from pore to pore dominates. With nearest-neighbour attraction the two-state picture fails at this spread. On a periodic $8\times16$ lattice the same rise takes about 1 in $\ln p$, so most of the broadening arises within each pore. Either way a film of many such pores would show a much broader rise than the 4 % step.

The metastability limits should not be read as a predicted hysteresis loop. At $p^*$, uniform filling of this pore in the equal-pair model must pass a barrier of $\ln(W_{\max}/W_{N/2})=63$, in units of $k_BT$. With short-range attraction the layer can instead fill by moving a boundary between dense and dilute regions. The known square-lattice line tension along a lattice axis is $w/2k_BT+\ln\tanh(w/4k_BT)=0.51$ in units of $k_BT$ per site length. The equator of the pore is $\pi(2.0)/\sqrt{0.10}\approx20$ site lengths long, which gives a barrier of about $10\,k_BT$. This is a rough estimate for a curved wall, but it suggests much easier switching than uniform filling allows.

Liquid may also fill the pore. A meniscus of radius $r$ lowers the liquid pressure by $2\gamma/r$, and so the chemical potential by $2\gamma v/r$, where $v$ is the volume per molecule. Equating this to the change $k_BT\ln(p_{\rm sat}/p)$ in the vapour gives

$$
p_K=p_{\rm sat}\exp\left(-\frac{2\gamma v}{rk_BT}\right).
$$

Take rough values $p_{\rm sat}=27$ Torr, $\gamma=0.072$ N/m and $v=0.030$ nm³, and subtract a 0.30 nm adsorbed layer from the pore radius, so that $r=0.70$ nm. Complete wetting then gives $p_K\approx6$ Torr for a hemispherical meniscus. In a closed spherical pore, the filled and film-coated states have equal grand potential when the factor 2 is replaced by 3, which gives about 3 Torr. These values depend strongly on $r$, and the pore geometry does not fix it well. A 0.30 nm shell holds only about 92 molecules of volume $v$. If the 126 molecules counted above take their liquid volume, the empty core shrinks to $r=0.46$ nm and the two estimates fall to 2.8 Torr and 0.9 Torr, the second just below $p^*$. Continuum surface tension is also doubtful at this size. In a pore this small, the estimates do not settle whether the monolayer jump comes before capillary filling or merges with it. Since $p^*$ is 3.6 % of $p_{\rm sat}$, a second layer that is about as stable as the liquid when full should still be sparse there.

For a real low-$k$ film the value of $w$ is uncertain. A hydrogen bond between two water molecules is worth roughly 0.2 eV, well above the value used here. The lattice parameter is an effective attraction, however, reduced by the loss of orientational freedom and by competition for bonds, and it may itself depend on temperature. The assumed $p_L$ exceeds $p_{\rm sat}$, but $p^*$ lies far below it, so the full layer is more stable than the liquid. The parameters therefore describe a hydrophilic wall, not an intact hydrophobic one, on which no such layer is expected. Silanol groups left by processing bind water and lower $p_L$ locally. At fixed $z$, $T$ and $p_L$, raising $w$ by 0.01 eV multiplies $p^*$ by $e^{-0.02/0.02585}\approx0.46$. The figure of 1 Torr is thus a property of the chosen parameters, not a drying specification. A pressure limit for keeping such a wall dry would need $p_L$, $w$ and the spread of site energies determined for that film.

Numbers in the example were calculated in double precision.
